# Polaron equations from a self-interaction-corrected energy: derivation and model tests, part 1

(Sections cited here and not found follow in the second part.)

An electron added to an insulator can lower its energy by displacing the ions and binding to the well that the displacement creates. A semilocal density functional opposes this. It charges the added density $\Delta n=|\psi|^2$ the Hartree energy $E_H[\Delta n]$ of its repulsion with itself, which is positive and grows as $\psi$ localizes. In the dielectric continuum model treated below, the lattice returns only $E_H/\kappa$ with $\kappa>1$. Kinetic energy plus $(1-1/\kappa)E_H$ is positive for every $\psi$ and tends to zero for a spread-out state, so with the Hartree self-term left in there is no bound state: in the worked example a binding energy of $-0.0049$ Ha turns into $+0.0277$ Ha. The second obstacle is size. That polaron has an rms radius of 15.5 bohr, and its formation energy in a 200 bohr cell is still little more than half the isolated value. The equations of Sio, Verdi, Poncé and Giustino remove the self-term and need only bands, phonons and electron-phonon matrix elements of the unit cell.

## Setting and assumptions

Hartree atomic units are used. The crystal is an insulator in a Born–von Kármán supercell of $N_p$ cells at lattice vectors $\mathbf R_p$, with one added spin-up electron $\psi$ and a uniform compensating background $\Delta n_B$. Atom $\kappa$ of mass $M_\kappa$ in cell $p$ is displaced by $\Delta\tau_{\kappa\alpha p}$ along direction $\alpha$, and $i=(\kappa\alpha p)$ is a collective index. The undistorted crystal has Kohn–Sham Hamiltonian $H_0$, bands $\varepsilon_{n\mathbf k}$, supercell-normalized states $\psi_{n\mathbf k}=\psi_{n,\mathbf k+\mathbf G}$, energy $E_0$ and force constants $C_{ij}$.

- **A1.** The valence orbitals are those of the neutral ground state at the displaced geometry, with spin densities $n_\uparrow,n_\downarrow$. They do not respond to $\psi$, which is orthogonal to them.
- **A2.** $n_\uparrow\ge\Delta n$ everywhere, and terms of third order in $\Delta n$ are dropped.
- **A3.** The neutral energy is harmonic in $\Delta\tau$, and the self-consistent Kohn–Sham potential is linear in it.
- **A4.** $\psi$ lies in the conduction manifold of $H_0$.
- **A5.** The centre of mass is fixed, $\sum_{\kappa p}M_\kappa\Delta\tau_{\kappa\alpha p}=0$, and $C$ is positive definite on such displacements.
- **A6.** The nuclei are classical and at rest.

The dynamical matrix is $D_{\kappa\alpha,\kappa'\alpha'}(\mathbf q)=\sum_{p'}C_{\kappa\alpha0,\kappa'\alpha'p'}\,e^{i\mathbf q\cdot\mathbf R_{p'}}/\sqrt{M_\kappa M_{\kappa'}}$, with orthonormal eigenvectors $e_{\kappa\alpha,\nu}(\mathbf q)$ and eigenvalues $\omega_{\mathbf q\nu}^2$. With $\partial_iV$ the self-consistent derivative of the potential,

$$\Delta_{\mathbf q\nu}V=\sum_{\kappa\alpha p}\frac{e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_p}}{\sqrt{2M_\kappa\omega_{\mathbf q\nu}}}\,\partial_{\kappa\alpha p}V,\qquad g_{mn\nu}(\mathbf k,\mathbf q)=\langle\psi_{m,\mathbf k+\mathbf q}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle .\tag{1}$$

Only two properties of $\partial_iV$ are used: it is Hermitian, and it moves with the lattice translations. Sums over $\mathbf q\nu$ omit the $\mathbf q=0$ acoustic modes.

## The theorem

**Theorem.** Write $\psi=N_p^{-1/2}\sum_{n\mathbf k}A_{n\mathbf k}\psi_{n\mathbf k}$ with $N_p^{-1}\sum|A_{n\mathbf k}|^2=1$. Under A1–A6 the stationary points of the self-interaction-corrected energy (7) are the solutions of

$$\frac{2}{N_p}\sum_{\mathbf qm\nu}B_{\mathbf q\nu}\,g^*_{mn\nu}(\mathbf k,\mathbf q)\,A_{m,\mathbf k+\mathbf q}=(\varepsilon_{n\mathbf k}-\varepsilon)A_{n\mathbf k},\tag{2}$$

$$B_{\mathbf q\nu}=\frac{1}{N_p}\sum_{mn\mathbf k}A^*_{m,\mathbf k+\mathbf q}\,\frac{g_{mn\nu}(\mathbf k,\mathbf q)}{\omega_{\mathbf q\nu}}\,A_{n\mathbf k},\tag{3}$$

with displacements

$$\Delta\tau_{\kappa\alpha p}=-\frac{2}{N_p}\sum_{\mathbf q\nu}B^*_{\mathbf q\nu}\,\frac{e_{\kappa\alpha,\nu}(\mathbf q)\,e^{i\mathbf q\cdot\mathbf R_p}}{\sqrt{2M_\kappa\omega_{\mathbf q\nu}}}.\tag{4}$$

With $E_{\rm lat}=N_p^{-1}\sum_{\mathbf q\nu}|B_{\mathbf q\nu}|^2\omega_{\mathbf q\nu}$, the eigenvalue and the formation energy, measured from the undistorted crystal with the electron at the conduction band minimum, are

$$\varepsilon=\frac1{N_p}\sum_{n\mathbf k}|A_{n\mathbf k}|^2\varepsilon_{n\mathbf k}-2E_{\rm lat},\tag{5}$$

$$\Delta E_f=\frac1{N_p}\sum_{n\mathbf k}|A_{n\mathbf k}|^2(\varepsilon_{n\mathbf k}-\varepsilon_{\rm CBM})-E_{\rm lat}=\varepsilon-\varepsilon_{\rm CBM}+E_{\rm lat}.\tag{6}$$

## Removing the self-interaction

Let $F(s)=E_{xc}[n_\uparrow+s\Delta n,n_\downarrow]$, $D(a,b)=\iint a(\mathbf r)b(\mathbf r')/|\mathbf r-\mathbf r'|$ and $E_H[a]=\tfrac12D(a,a)$. The corrected energy is

$$E^{\rm SIC}=E[n+\Delta n,\tau]-E_H[\Delta n-\Delta n_B]-\tfrac12\big[F(1)-2F(0)+F(-1)\big].\tag{7}$$

**Lemma 1.** Under A1, and for $F$ three times differentiable on $[-1,1]$,

$$E^{\rm SIC}=E[n,\tau]+\langle\psi|H_{KS}[n,\tau]|\psi\rangle+R,\qquad R=\tfrac14\int_{-1}^{1}(1-|s|)^2F'''(s)\,ds .$$

*Proof.* Because $\psi$ is orthogonal to the valence orbitals, densities and kinetic energies add, and the kinetic energy rises by $\langle\psi|T|\psi\rangle$. Let $\rho_0=n-n_{\rm ion}$ be the neutral electron-minus-ion density and $V_{\rm es}$ the potential energy it creates for an electron. The electrostatic energy is a quadratic form in $\rho_0+\Delta n-\Delta n_B$:

$$\tfrac12D(\rho_0,\rho_0)+D(\rho_0,\Delta n-\Delta n_B)+E_H[\Delta n-\Delta n_B].$$

The first term belongs to $E[n,\tau]$. The second is $\langle\psi|V_{\rm es}|\psi\rangle-\Delta n_B\int V_{\rm es}$, and the integral vanishes when the cell average of $V_{\rm es}$ is the zero of energy. The third is cancelled exactly by (7). The exchange-correlation part of (7) is

$$F(1)-\tfrac12[F(1)-2F(0)+F(-1)]=F(0)+\tfrac12[F(1)-F(-1)].$$

Taylor's formula gives $F(1)=F(0)+F'(0)+\tfrac12F''(0)+\tfrac12\int_0^1(1-s)^2F'''ds$ and $F(-1)=F(0)-F'(0)+\tfrac12F''(0)-\tfrac12\int_{-1}^0(1+s)^2F'''ds$. In half their difference $F(0)$ and $F''(0)$ cancel, which leaves $F'(0)+R$. Since $F'(0)=\int v_{xc\uparrow}[n]\,|\psi|^2$, the terms linear in $|\psi|^2$ add up to $\langle\psi|T+V_{\rm es}+v_{xc\uparrow}|\psi\rangle$. $\square$

**Remark 1 (the remainder).** The Hartree self-term is removed exactly, the exchange-correlation self-term only through second order. Since $\tfrac14\int(1-|s|)^2ds=\tfrac16$, the leading remainder is $F'''(0)/6$. For Slater exchange, $E_x=-c_x\sum_\sigma\int n_\sigma^{4/3}$ with $c_x=\tfrac34(6/\pi)^{1/3}$, and the factor $\tfrac43\cdot\tfrac13\cdot(-\tfrac23)=-\tfrac8{27}$ gives $R\simeq\tfrac16\cdot\tfrac{8}{27}c_x\int n_\uparrow^{-5/3}\Delta n^3$. For a local functional and $\Delta n$ spread over a volume $V_p$, this scales as $V_p\cdot V_p^{-3}=V_p^{-2}$, against $V_p^{-1/3}$ for $E_H$. The term $F(-1)$ is undefined where $\Delta n>n_\uparrow$, hence A2.

The lemma was tested on H$_2$O in the 6-31G basis with $\Delta n=\lambda|\psi_{\rm HOMO}|^2$, a choice that keeps $n_\uparrow\pm\Delta n\ge0$ and probes the algebra, not a physical anion. In LDA (Slater plus VWN) the remainder beyond $\lambda\langle H_{KS}\rangle$ is of order 2.002 in $\lambda$ without the correction and 3.003 with it. For Slater exchange, total energies at $\lambda=0.1$ give $R/\lambda^3=0.005615$ Ha against $0.005610$ Ha from the kernel. At $\lambda=-1$, removal of a full electron, the LDA remainder falls from $0.331$ Ha to $-0.0051$ Ha. That is 2% of $|\langle H_{KS}\rangle|=0.230$ Ha, but it is as large as the formation energies computed below, so A2 is a real approximation for a carrier confined to one molecular orbital. These energies are not converged in the basis. In aug-cc-pVTZ $|\langle H_{KS}\rangle|$ is $0.272$ Ha, the remainders at $\lambda=-1$ are $0.315$ and $-0.0046$ Ha, and the Slater $R/\lambda^3$ is $0.0051$ Ha, shifts of 5–18%; the orders 2.002 and 3.003 do not change.

## The functional in real space

By A2 and A3, $R$ is dropped, $E[n,\tau]=E_0+\tfrac12\sum_{ij}C_{ij}\Delta\tau_i\Delta\tau_j$ (there is no linear term at equilibrium) and $H_{KS}=H_0+\Delta V$ with $\Delta V=\sum_i\Delta\tau_i\,\partial_iV$:

$$E^{\rm SIC}=E_0+\tfrac12\sum_{ij}C_{ij}\Delta\tau_i\Delta\tau_j+\langle\psi|H_0|\psi\rangle+\sum_i\Delta\tau_if_i,\qquad f_i=\langle\psi|\partial_iV|\psi\rangle .\tag{8}$$

The $f_i$ are real because $\partial_iV$ is Hermitian, and $-f_i$ is the force of the electron on the atom.

**Remark 2 (what A3 and A4 drop).** The omitted term $\tfrac12\sum\Delta\tau_i\Delta\tau_j\langle\psi|\partial_i\partial_jV|\psi\rangle$ is quadratic, like the elastic energy: A3 neglects the local change of force constants caused by the carrier. A4 errs at the same order. Orthogonality to the distorted valence orbitals requires $\psi=\psi_c+\chi$ with $\chi=O(\Delta\tau)$ in the undistorted valence space. $H_0$ does not couple the two spaces, so the energy changes by $\langle\chi|H_0-\varepsilon|\chi\rangle+2\,{\rm Re}\langle\chi|\Delta V|\psi_c\rangle=O(\Delta\tau^2)$. Without A4, minimization of (8) would drop $\psi$ into the valence bands.

**Remark 3 (why A5).** A rigid shift costs no elastic energy, so $C$ is singular. For a local potential $\sum_{\kappa p}\partial_{\kappa\alpha p}V=-\nabla_\alpha V_0$, and $\nabla V_0=[\nabla,H_0]$ gives $\langle m\mathbf k|\nabla V_0|n\mathbf k\rangle=(\varepsilon_{n\mathbf k}-\varepsilon_{m\mathbf k})\langle m\mathbf k|\nabla|n\mathbf k\rangle$. This vanishes within a band but not between bands, so a multiband $\psi$ can exert a net force, and (8) then falls without bound along the shift unless the shift is forbidden.

**Lemma 2.** Under A5, stationarity of (8) in $\Delta\tau$ gives $\Delta\tau_i=-\sum_jC^{-1}_{ij}f_j$ with the real matrix

$$C^{-1}_{\kappa\alpha p,\kappa'\alpha'p'}=\frac1{N_p}\sum_{\mathbf q\nu}\frac{e_{\kappa\alpha,\nu}(\mathbf q)\,e^*_{\kappa'\alpha',\nu}(\mathbf q)\,e^{i\mathbf q\cdot(\mathbf R_p-\mathbf R_{p'})}}{\sqrt{M_\kappa M_{\kappa'}}\;\omega^2_{\mathbf q\nu}} .$$

*Proof.* Put $x_i=\sqrt{M_i}\,\Delta\tau_i$ and $\mathcal D_{ij}=C_{ij}/\sqrt{M_iM_j}$. The vectors $v^{\mathbf q\nu}_{\kappa\alpha p}=N_p^{-1/2}e_{\kappa\alpha,\nu}(\mathbf q)e^{i\mathbf q\cdot\mathbf R_p}$ are orthonormal and complete. Since $C$ depends only on $\mathbf R_{p'}-\mathbf R_p$, pulling out $e^{i\mathbf q\cdot\mathbf R_p}$ leaves $D(\mathbf q)$ acting on $e$, so $\mathcal Dv^{\mathbf q\nu}=\omega^2_{\mathbf q\nu}v^{\mathbf q\nu}$. The zero modes are rigid shifts, $v_i\propto\sqrt{M_i}$, and orthogonality of $x$ to them reads $\sum M\Delta\tau=0$, which is A5. On the remaining space the gradient of $\tfrac12x\cdot\mathcal Dx+\sum_ix_if_i/\sqrt{M_i}$ vanishes at $x_i=-\sum_{\mathbf q\nu}v_i\,\omega^{-2}\sum_jv_j^*f_j/\sqrt{M_j}$. Division by $\sqrt{M_i}$ gives the formula. The matrix is real because it inverts the real $\mathcal D$ on a real subspace. $\square$

**Lemma 3.** $\langle\psi_{m\mathbf k'}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle=0$ unless $\mathbf k'=\mathbf k+\mathbf q$ up to a reciprocal lattice vector.

*Proof.* Let $T_{\mathbf S}$ be the unitary translation $f(\mathbf r)\to f(\mathbf r-\mathbf S)$ by a lattice vector, so that $T_{\mathbf S}\psi_{n\mathbf k}=e^{-i\mathbf k\cdot\mathbf S}\psi_{n\mathbf k}$. It carries $\partial_{\kappa\alpha p}V$ into the derivative for the cell at $\mathbf R_p+\mathbf S$, and relabelling the sum in (1) gives $T_{\mathbf S}\Delta_{\mathbf q\nu}V\,T^{-1}_{\mathbf S}=e^{-i\mathbf q\cdot\mathbf S}\Delta_{\mathbf q\nu}V$. The matrix element therefore equals itself times $e^{i(\mathbf k'-\mathbf q-\mathbf k)\cdot\mathbf S}$ for every $\mathbf S$. $\square$

For $\mathbf k'=\mathbf k+\mathbf q$ every cell contributes equally, and the $N_p$ cells cancel the $1/N_p$ of the normalization, so $g$ is a unit-cell quantity.

## Proof of the theorem

*Phonon equation.* Define $B_{\mathbf q\nu}=\langle\psi|\Delta_{\mathbf q\nu}V|\psi\rangle/\omega_{\mathbf q\nu}$. Inserting the expansion of $\psi$ yields $N_p^{-1}\sum A^*_{m\mathbf k'}A_{n\mathbf k}$ times the matrix element, and Lemma 3 sets $\mathbf k'=\mathbf k+\mathbf q$. This is (3).

*Displacements.* By (1), $\omega B=\sum_je_je^{i\mathbf q\cdot\mathbf R_j}f_j/\sqrt{2M_j\omega}$. Conjugating, with $f$ real, and multiplying by $\sqrt{2\omega}$,

$$\sum_{\kappa'\alpha'p'}\frac{e^*_{\kappa'\alpha',\nu}(\mathbf q)\,e^{-i\mathbf q\cdot\mathbf R_{p'}}}{\sqrt{M_{\kappa'}}}f_{\kappa'\alpha'p'}=\sqrt{2\omega_{\mathbf q\nu}}\;\omega_{\mathbf q\nu}B^*_{\mathbf q\nu}.$$

This is the inner sum in Lemma 2. The frequency factors combine as $\sqrt{2\omega}\,\omega/\omega^2=2/\sqrt{2\omega}$, which gives (4).

*Electron equation.* Varying $E^{\rm SIC}-\varepsilon(\langle\psi|\psi\rangle-1)$ with respect to $\psi^*$ inside the conduction manifold gives $\langle\psi_{n\mathbf k}|H_0+\Delta V-\varepsilon|\psi\rangle=0$. Multiplying (4) by $\partial_iV$ and summing over $i$ reproduces the definition (1):

$$\Delta V=-\frac2{N_p}\sum_{\mathbf q\nu}B^*_{\mathbf q\nu}\Delta_{\mathbf q\nu}V=-\frac2{N_p}\sum_{\mathbf q\nu}B_{\mathbf q\nu}(\Delta_{\mathbf q\nu}V)^\dagger .\tag{9}$$

The second form is the adjoint of the first, and the two are equal because $\Delta\tau$ is real. By Lemma 3, $\langle\psi_{n\mathbf k}|(\Delta_{\mathbf q\nu}V)^\dagger|\psi_{m\mathbf k'}\rangle=\langle\psi_{m\mathbf k'}|\Delta_{\mathbf q\nu}V|\psi_{n\mathbf k}\rangle^*$ equals $g^*_{mn\nu}(\mathbf k,\mathbf q)$ at $\mathbf k'=\mathbf k+\mathbf q$ and zero otherwise. After the common factor $N_p^{-1/2}$ is cancelled,

$$\varepsilon_{n\mathbf k}A_{n\mathbf k}-\frac2{N_p}\sum_{\mathbf qm\nu}B_{\mathbf q\nu}g^*_{mn\nu}(\mathbf k,\mathbf q)A_{m,\mathbf k+\mathbf q}=\varepsilon A_{n\mathbf k},$$

which is (2). Each step is reversible, so solutions of (2)–(4) are stationary points of (8).

*Energies.* Equation (4) says $x=\sum c_{\mathbf q\nu}v^{\mathbf q\nu}$ with $c=-2B^*/\sqrt{2\omega N_p}$. As $x$ is real and the $v$ are orthonormal eigenvectors, the elastic energy is $\tfrac12\sum\omega^2|c|^2=\tfrac12\sum\omega^2\cdot4|B|^2/(2\omega N_p)=E_{\rm lat}$. The first form of (9) gives $\langle\psi|\Delta V|\psi\rangle=-(2/N_p)\sum B^*\omega B=-2E_{\rm lat}$. Then $\varepsilon=\langle\psi|H_0+\Delta V|\psi\rangle$ is (5). The reference state has $\Delta\tau=0$ and energy $E_0+\varepsilon_{\rm CBM}$ by (8), so $\Delta E_f=E_{\rm lat}+\langle H_0\rangle-2E_{\rm lat}-\varepsilon_{\rm CBM}$, the first form of (6). Writing it as $E_{\rm lat}+\varepsilon-\varepsilon_{\rm CBM}$ gives the second. $\square$

Under A1–A6, the stationary points of the self-interaction-corrected energy have been shown to be the solutions of (2)–(4), with the eigenvalue and formation energy given by (5) and (6). What remains is to interpret these equations, test them on a two-band chain, and work out their Fröhlich limit with a numerical example.
